# Coverage of Fastest Displacement Plating under Tafel Kinetics

In a model of gold plating itself onto nickel, the current is largest when gold covers 0.667 of the surface. If the exchange current density of nickel is raised tenfold and everything else is held fixed, the largest current grows by a factor of 2.15, yet it still occurs at a coverage of 0.667. The exchange current density of nickel plainly matters for the rate, so it needs explaining why it does not move the best coverage.

## The model

In displacement deposition a metal dissolves and its electrons reduce the ions of a nobler metal from the bath. Let the deposit cover a fraction \(\theta\) of the total area. Dissolution takes place on the bare fraction \(1-\theta\) and deposition on the fraction \(\theta\). No external circuit is connected, so the algebraic sum of the currents is zero. The "total current" to be maximised is therefore the common magnitude \(I\) of the anodic and cathodic currents, expressed per unit of total area.

Both areas belong to one piece of metal and, for now, feel the same electrode potential \(E\). With Tafel kinetics,

\[
I=(1-\theta)\,i_{0a}\,e^{\alpha_a f(E-E_a)},\qquad
I=\theta\,i_{0c}\,e^{-\alpha_c f(E-E_c)},\qquad f=\frac{F}{RT}. \tag{1}
\]

Here \(i_{0a}\) and \(i_{0c}\) are exchange current densities per unit of local area, and \(E_a\) and \(E_c\) are the equilibrium potentials of the dissolving and depositing metals. Both currents are counted as positive magnitudes. A rise of \(E\) speeds dissolution and slows deposition, hence the opposite signs in the exponents.

The transfer coefficients are apparent ones: \(\alpha_a f\) and \(\alpha_c f\) are the magnitudes of \(d\ln i/dE\) for the two local current densities. Any electron number is already inside them. The constants \(i_{0a}\), \(i_{0c}\), \(\alpha_a\) and \(\alpha_c\) are taken not to depend on \(\theta\).

The example uses \(\alpha_a=1\), \(\alpha_c=0.5\), \(i_{0a}=0.001\) mA/cm², \(i_{0c}=0.010\) mA/cm², \(E_c-E_a=0.40\) V and \(T=353.15\) K, so that \(f=32.86\) V⁻¹.

## First derivation: eliminate the potential

Raise the first equation in (1) to the power \(\alpha_c\) and the second to the power \(\alpha_a\), then multiply them. These powers are chosen so that \(E\) cancels in the exponent:

\[
\alpha_a\alpha_c f\,[(E-E_a)-(E-E_c)]=\alpha_a\alpha_c f\,(E_c-E_a).
\]

The product is

\[
I^{\alpha_a+\alpha_c}=[(1-\theta)i_{0a}]^{\alpha_c}\,[\theta i_{0c}]^{\alpha_a}\,
e^{\alpha_a\alpha_c f(E_c-E_a)}. \tag{2}
\]

Define \(w=\alpha_a/(\alpha_a+\alpha_c)\), so that \(1-w=\alpha_c/(\alpha_a+\alpha_c)\). Taking the root of order \(\alpha_a+\alpha_c\) gives

\[
I=[(1-\theta)i_{0a}]^{1-w}\,[\theta i_{0c}]^{w}\,
\exp\!\left[\frac{\alpha_a\alpha_c}{\alpha_a+\alpha_c}f(E_c-E_a)\right]. \tag{3}
\]

The coverage enters through the factor \((1-\theta)^{1-w}\theta^w\) alone. Everything else is a multiplier that sets the height of the curve. Since the logarithm is an increasing function, \(\ln I\) and \(I\) peak at the same place:

\[
\frac{d\ln I}{d\theta}=\frac{w}{\theta}-\frac{1-w}{1-\theta}=0
\;\Rightarrow\; w(1-\theta)=(1-w)\theta
\;\Rightarrow\; \theta^*=w=\frac{\alpha_a}{\alpha_a+\alpha_c}. \tag{4}
\]

The second derivative, \(-w/\theta^2-(1-w)/(1-\theta)^2\), is negative for every \(\theta\) between 0 and 1. The stationary point is therefore the single maximum.

In the example \(\theta^*=1/1.5=0.667\). The height follows from (3), with \(\alpha_a\alpha_c/(\alpha_a+\alpha_c)=1/3\):

\[
I_{\max}=\left(\tfrac13\times0.001\right)^{1/3}\left(\tfrac23\times0.010\right)^{2/3}
e^{32.86\times0.40/3}=0.196\ \text{mA/cm}^2 .
\]

The opening observation is now explained. A tenfold \(i_{0a}\) multiplies the whole curve by \(10^{1-w}=10^{1/3}=2.15\), and a constant multiplier cannot move a maximum.

The potential follows by equating the two expressions in (1), taking logarithms and collecting the terms in \(E\):

\[
E=\frac{\alpha_aE_a+\alpha_cE_c}{\alpha_a+\alpha_c}
+\frac{1}{(\alpha_a+\alpha_c)f}\ln\frac{\theta i_{0c}}{(1-\theta)i_{0a}}. \tag{5}
\]

Measured from the nickel equilibrium potential, the value at the maximum is \(0.1333+\ln(20)/49.29=0.194\) V. Nickel then has an overpotential of 0.194 V and gold one of 0.206 V.

**Width of the peak.** At \(\theta=w\) the second derivative of \(\ln I\) is \(-1/w-1/(1-w)=-1/[w(1-w)]\), which is \(-4.5\) here. To second order, a 10 % loss of current requires \(\tfrac12(4.5)\delta^2=-\ln 0.9\), or \(\delta=0.22\). The numerical limits are 0.439 and 0.851, that is, 0.23 below the peak and 0.18 above it. The asymmetry comes from the third derivative, \(2/w^2-2/(1-w)^2=-13.5\), whose negative sign makes the curve fall faster on the high side. The maximum is broad, so an error of 0.1 in coverage costs little current in this model.

**Limiting cases.** If \(\alpha_a=\alpha_c\), then \(I\propto\sqrt{\theta(1-\theta)}\) and the best coverage is one half. If \(\alpha_a\gg\alpha_c\), then \(w\to1\). The anode needs only a small rise of potential to make up for lost area, so the current follows the cathodic area until little bare metal remains. If \(\alpha_a\ll\alpha_c\), the roles are exchanged and \(\theta^*\to0\).

## Second derivation: balance the fractional changes

Now leave the rate laws open. Let the local current densities be smooth functions \(i_a(E)\), which rises with \(E\), and \(i_c(E)\), which falls. Define the positive slopes

\[
s_a=\frac{d\ln i_a}{dE},\qquad s_c=-\frac{d\ln i_c}{dE}.
\]

The current is \(I=(1-\theta)i_a(E)=\theta i_c(E)\), and \(E\) adjusts itself as \(\theta\) changes. Differentiate the logarithm of each form, writing \(E'=dE/d\theta\):

\[
\frac{d\ln I}{d\theta}=-\frac{1}{1-\theta}+s_aE'=\frac1\theta-s_cE'. \tag{6}
\]

The last equality fixes the shift of potential:

\[
(s_a+s_c)E'=\frac1\theta+\frac1{1-\theta}=\frac{1}{\theta(1-\theta)} .
\]

Putting this \(E'\) into the first form in (6) gives

\[
\frac{d\ln I}{d\theta}=-\frac1{1-\theta}+\frac{s_a}{(s_a+s_c)\,\theta(1-\theta)}
=\frac{1}{\theta(1-\theta)}\left[\frac{s_a}{s_a+s_c}-\theta\right]. \tag{7}
\]

A stationary current therefore requires

\[
\theta^*=\frac{s_a}{s_a+s_c}, \tag{8}
\]

with both slopes taken at the mixed potential. For Tafel kinetics \(s_a=\alpha_af\) and \(s_c=\alpha_cf\) at every potential. The factor \(f\) cancels and (4) returns. The bracket in (7) is then positive below \(\theta^*\) and negative above it, which again proves a single maximum.

This route shows the mechanism. Converting a little bare metal into deposit removes anodic area and adds cathodic area, and the potential rises in response. At the maximum, the rise restores exactly what the anode lost in area and cancels exactly what the cathode gained. Exchange current densities and equilibrium potentials decide where the mixed potential lies, but a Tafel line has the same slope everywhere, so that location does not matter.

Because \((1-\theta)i_a=\theta i_c\), the local current densities at the Tafel optimum obey \(i_a/i_c=\theta^*/(1-\theta^*)=\alpha_a/\alpha_c\). The example gives 0.589 mA/cm² on nickel and 0.295 mA/cm² on gold, a ratio of 2.

Since a Tafel slope is \(b=\ln10/(\alpha f)\), the result can also be written \(\theta^*=b_c/(b_a+b_c)\). With 70.1 and 140.1 mV per decade this is \(140.1/210.2=0.667\). Temperature drops out provided that the transfer coefficients themselves do not change with it.

## What each derivation assumes

The first derivation needs Tafel laws at all the coverages considered. In return it gives the whole curve: its height, its width and the potential. The second needs only that each local current density depends on the common potential and on nothing else. It gives a condition that any interior maximum must meet, in general as an implicit equation, because the slopes in (8) depend on a potential that depends on \(\theta\); that the stationary point is single was shown above only for Tafel laws. Tafel kinetics turn that equation into a formula.

The closed result was tested by solving the current balance numerically for 30 random sets of kinetics and locating each maximum. The ranges were 0.3–1.5 for \(\alpha_a\), 0.3–1.0 for \(\alpha_c\), \(10^{-4}\)–\(10^{-1}\) mA/cm² for both exchange current densities, 0.2–0.6 V for \(E_c-E_a\) and 290–365 K. The largest deviation from (4) was \(2\times10^{-8}\) in coverage. This confirms the algebra of pure Tafel laws, not their validity over these ranges: one set has a negative overpotential at the optimum, and with the reverse reactions (two-electron dissolution, one-electron deposition) three of the 30 optima move by more than 0.01, the largest by 0.19.

### Where the second derivation reaches further

*Reverse reactions.* With the reverse of one-electron deposition included, \(i_c\propto e^{\alpha_c f\eta}-e^{-(1-\alpha_c)f\eta}\), where \(\eta=E_c-E\). Differentiation gives \(s_c/f=\alpha_c+\rho/(1-\rho)\), where \(\rho=e^{-f\eta}\) is the ratio of reverse to forward rate. In the example \(\rho=0.0012\) for gold, while the corresponding ratio for nickel is \(3\times10^{-6}\). Equation (8) then gives \(1/1.5012=0.666\), a negligible shift. When an overpotential falls towards \(RT/F\), the equilibrium potentials and exchange current densities do enter \(\theta^*\). The reverse of deposition raises \(s_c\) and lowers \(\theta^*\), while the reverse of dissolution raises \(s_a\) and \(\theta^*\), so the net shift can have either sign or cancel.

*A diffusion limit for each patch.* Suppose each patch of deposit has its own limiting current density \(i_L\), independent of coverage (for a planar diffusion layer this needs patches much wider than the layer), and the rate is first order in the ion concentration at the surface. Then \(i=i_c(1-i/i_L)\), where \(i_c\) is the Tafel value, so \(i=i_c/(1+i_c/i_L)\). Its logarithmic slope is \(s_c=\alpha_cf/(1+i_c/i_L)=\alpha_cf(1-i/i_L)\). Diffusion makes the cathode less sensitive to potential and raises \(\theta^*\). With \(i_L=2.895\) mA/cm² the numerical optimum is 0.688, where \(i=0.1839/0.6878=0.267\) mA/cm². Equation (8) agrees: \(1/[1+0.5(1-0.267/2.895)]=0.688\).

### Where the first derivation reaches further

Some losses make a local rate depend on \(I\) as well as on \(E\). Because \(dI=0\) at the maximum, (8) still locates it, with the slopes taken at fixed \(I\). For Tafel kinetics, elimination adds the whole curve and shows that the maximum is single. Let one diffusion layer be shared by the whole surface, with limit \(I_L\) per total area, and let a side reaction consume a constant cathodic current \(i_s\) per total area. With \(I\) now denoting the deposition current, the two balances are

\[
I+i_s=(1-\theta)i_a(E),\qquad \frac{I}{1-I/I_L}=\theta i_c(E).
\]

The same powers as before remove \(E\):

\[
(I+i_s)^{\alpha_c}\left[\frac{I}{1-I/I_L}\right]^{\alpha_a}
=C\,(1-\theta)^{\alpha_c}\theta^{\alpha_a}, \tag{9}
\]

where \(C\) does not contain \(\theta\). The left side increases with \(I\) for \(0<I<I_L\), so \(I\) is largest where the right side is largest, again at \(\theta^*=w\). The current is lower, but its peak stays in place.

A solution resistance \(R\) that does not depend on \(\theta\) behaves in the same way. Ionic current flows from anode to cathode, so the solution potential falls by \(IR\) along its path and the local electrode potential at the cathode is higher by \(IR\). Without side reactions, this replaces the left side of (2) by \(I^{\alpha_a+\alpha_c}e^{\alpha_a\alpha_cfRI}\), which also increases with \(I\).

## Two ways to lose the simple result

*Deposition on bare metal.* Let the nobler metal also deposit on the bare surface, at a fraction \(r<1\) of its rate on the deposit. The cathodic area \(\theta\) becomes \(\theta+r(1-\theta)=r+(1-r)\theta\). Elimination and differentiation give

\[
\frac{w(1-r)}{r+(1-r)\theta}=\frac{1-w}{1-\theta}.
\]

Cross-multiplying and collecting \(\theta\) yields \((1-r)\theta=w(1-r)-(1-w)r\), or

\[
\theta^*=w-(1-w)\frac{r}{1-r}. \tag{10}
\]

For \(r=0.1\) this is 0.630. At \(r=w\) it reaches zero. For larger \(r\) the current is greatest on the bare surface and falls as the deposit spreads.

*A side reaction on the deposit only.* Let a constant current density \(j\) of another reduction flow on the deposit, so that \((1-\theta)i_a=I+\theta j\) with \(I=\theta i_c\). At the maximum of the deposition current \(dI=0\), hence \(\alpha_cfE'=1/\theta\). The logarithmic derivative of the anodic balance is

\[
-\frac1{1-\theta}+\alpha_afE'=\frac{j}{I+\theta j}=\frac{y}{\theta},\qquad y=\frac{j}{i_c+j}.
\]

Substituting \(\alpha_afE'=\alpha_a/(\alpha_c\theta)\) and multiplying by \(\alpha_c\theta(1-\theta)\) gives \(\alpha_c\theta=(\alpha_a-y\alpha_c)(1-\theta)\), so

\[
\theta^*=\frac{\alpha_a-y\alpha_c}{\alpha_a+\alpha_c-y\alpha_c}. \tag{11}
\]

Since \(I\) vanishes at both ends, an interior maximum always exists, and \(y\alpha_c<\alpha_a\) holds there automatically. The result is implicit, since \(y\) depends on the mixed potential. Each added piece of deposit now also carries a side reaction that uses anodic current without adding metal, so the optimum moves to lower coverage.

## The example beside a real bath

Immersion gold on nickel is carried out in hot baths, roughly at 80–90 °C, and gives roughly some tens of nanometres of gold in about ten minutes. In the model the largest current corresponds, through Faraday's law with one electron per atom, to a mean growth of 12 nm/min. Sustained for ten minutes, this would give about 120 nm, more than the bath figure just quoted. At that rate one atomic layer of gold (0.24 nm) takes about a second, and 30–80 nm in ten minutes corresponds in the model to a bare fraction of only 0.2–4 %. The optimum coverage therefore concerns at most the early stage of such a deposit, not the nearly closed film. The kinetic constants are round values chosen to come roughly near this regime, not measured properties of a particular bath. Rough transport data (a 50 µm diffusion layer, 5 mmol/L of gold with a diffusion coefficient of \(3\times10^{-5}\) cm²/s, and 0.08 mmol/L of oxygen with \(6\times10^{-5}\) cm²/s and four electrons per molecule) give a gold limit of 2.9 mA/cm², well above the plating current. A shared layer then lowers the peak current by 4 %, and the ohmic drop over a 10 µm patch, at a conductivity of 0.05 S/cm, is about 4 µV. Of these transport effects, dissolved oxygen is potentially the largest: its diffusion ceiling, 0.37 mA/cm², exceeds the gold current. At that ceiling, oxygen reduction spread evenly lowers the peak gold current by 37 % without moving it. The same current density confined to gold moves the optimum to 0.583, with \(y=0.603\), but this case needs gold patches much wider than the diffusion layer. For 10 µm gold stripes under a 50 µm layer the diffusion fields overlap: oxygen reduced on gold alone still draws about 99 % of the whole-surface ceiling, and the optimum stays near 0.66. These figures show what oxygen could do at its ceiling, not what it does in a given bath. The 10 µm size is only illustrative: at the local growth rate of 19 nm/min gold would need hours to spread that far sideways. Errors of 20 % in the two transfer coefficients, in opposite directions, span 0.571 to 0.750.

On a real surface the activity of the bare nickel may change with coverage. If \(i_{0a}\) depends on \(\theta\), (3) adds the term \((1-w)\,d\ln i_{0a}/d\theta\) to the derivative in (4). If the bare metal becomes less active as coverage grows, this term is negative and the optimum moves down. Its size is not estimated here. Narrow pores and passivation are not of this simple form. A pore resistance grows with coverage and acts through the current, so the exchange current densities enter \(\theta^*\): a resistance of \(50\ \Omega\,\text{cm}^2/(1-\theta)\) moves the optimum of the example to 0.56, and to 0.63 or 0.45 when \(i_{0c}\) is ten times smaller or larger. Passivation depends on the potential; it lowers \(s_a\) in (8) and can make it negative, which lies outside the assumptions of both derivations.

The coverage \(\theta^*\) is where plating is fastest, not where it stops. With constant kinetics, a deposit spreading from low coverage passes through it while the current rises and then falls, provided \(r<w\); if gold deposits more readily than that on bare nickel, (10) says the current falls from the start. How the first deposit forms lies outside the model, which gives zero current at \(\theta=0\). The current and potential at other coverages are listed in the numerical output.

## Table of computed values

```
transfer coefficients: anodic 1.00, cathodic 0.50
exchange current density, nickel: 0.001 mA/cm2
exchange current density, gold: 0.010 mA/cm2
equilibrium potential difference: 0.40 V
temperature: 353.15 K; F/RT: 32.860 1/V
Tafel slopes: 70.1 and 140.1 mV/decade
random kinetics tried: 30; worst error: 2.0e-08
coverage, potential above nickel equilibrium (V), I (mA/cm2):
  0.050  0.1203  0.0495
  0.200  0.1519  0.1178
  0.400  0.1718  0.1699
  0.600  0.1883  0.1945
  0.667  0.1941  0.1963
  0.800  0.2082  0.1870
  0.950  0.2398  0.1321
best coverage, numerical: 0.66667; formula: 0.66667
largest current: 0.1963 mA/cm2 of total area
local densities there: Ni 0.5890, Au 0.2945 mA/cm2
curvature of ln I there: -4.500
I within 10 % of largest for coverage 0.439 to 0.851
mean gold growth rate there: 12.46 nm/min
gold data: 196.97 g/mol, 19.3 g/cm3
tenfold nickel exchange current: I times 2.1544
overpotentials: Ni 0.1941 V, Au 0.2059 V
reverse/forward rate, Ni: 2.9e-06
reverse/forward rate, Au: 1.2e-03
diffusion layer: 50 um; patch size: 10 um
gold in bath: 5.0 mmol/L, D = 3e-05 cm2/s
oxygen in bath: 0.08 mmol/L, D = 6e-05 cm2/s
gold diffusion limit: 2.895 mA/cm2
oxygen diffusion ceiling: 0.371 mA/cm2
bath conductivity: 0.05 S/cm
ohmic drop over a patch: 3.93 uV
gold rate on bare nickel / on gold: 0.10
neglected effect: best coverage, gold current there (mA/cm2)
  reverse reactions: 0.6662, 0.1962
  gold diffusion, shared layer: 0.6667, 0.1878
  gold diffusion, per patch: 0.6878, 0.1839
  ohmic drop: 0.6667, 0.1963
  oxygen, whole surface: 0.6667, 0.1238
  oxygen, on gold only: 0.5828, 0.1422
  gold also on bare nickel: 0.6296, 0.2034
oxygen share of cathodic current on gold: 0.603
coefficients off by 20 %: coverage 0.571 to 0.750
```
